\section*{Ionizing presheath in speed space: regular integration and the ionization eigenvalue}

\section{The singular edge}

March the fluid equations of a plasma from its midplane towards a wall, with position $x$ as independent variable. The ion speed $u$ rises, and where it reaches the ion sound speed $c$ its gradient becomes infinite. Steps must shrink without limit there, and a position error $\delta x$ becomes a speed error of order $\sqrt{\delta x}$. The ionization frequency is also unknown, and each trial value puts the singularity at a different place. Exchanging the roles of $u$ and $x$ removes the infinite gradient and turns the search for the frequency into one scalar equation.

\section{Equations and inversion}

The plasma is planar and symmetric about $x=0$. Cold ions of mass $M$ and charge $e$ are born at rest at the rate $\nu_{iz}n$ per volume, and lose momentum to resting neutrals at the constant frequency $\nu$. Electrons are isothermal, with temperature $T$ in energy units, and in Boltzmann equilibrium. The plasma is quasi-neutral with density $n$. A prime is $d/dx$, and $\phi$ is the potential. Then
\begin{align}
(nu)'&=\nu_{iz}n, \\
M(nu^2)'&=-en\phi'-M\nu nu,\qquad en\phi'=Tn'.
\end{align}
Since $(nu^2)'=nuu'+u(nu)'=nuu'+\nu_{iz}nu$, the momentum equation is, with $c^2=T/M$,
\begin{equation}
uu'=-c^2\frac{n'}{n}-(\nu+\nu_{iz})u .
\end{equation}
New ions at rest must be accelerated, so ionization acts as friction. Continuity gives $n'/n=(\nu_{iz}-u')/u$. Inserting this and multiplying by $u$,
\begin{equation}
(c^2-u^2)u'=\nu_{iz}c^2+(\nu+\nu_{iz})u^2 .
\end{equation}
The right side is positive, so $u'$ diverges at $u=c$. Its reciprocal is regular there.

Let $L$ be the distance from midplane to sheath edge, and define
\[
w=\frac uc,\quad X=\frac xL,\quad N=\frac{n}{n(0)},\quad
\alpha=\frac{\nu_{iz}L}{c},\quad \kappa=\frac{\nu L}{c}.
\]
Then
\begin{equation}
\frac{dX}{dw}=\frac{1-w^2}{D},\qquad D=\alpha(1+w^2)+\kappa w^2. \label{inv}
\end{equation}
For the density, multiply $N'/N=(\alpha-w')/w$, now with $X$-derivatives, by $dX/dw$:
\begin{equation}
\frac{d\ln N}{dw}=\frac{\alpha(1-w^2)-D}{wD}=-\frac{(2\alpha+\kappa)w}{D}. \label{dens}
\end{equation}

Near $w=1$ we have $1-w^2\simeq2(1-w)$ and $D\simeq2\alpha+\kappa$, so integration gives
\begin{equation}
1-X\simeq\frac{(1-w)^2}{2\alpha+\kappa}. \label{root}
\end{equation}
This is the square-root law behind the loss of accuracy in $x$.

\section{Why the edge is sonic}

Equation (\ref{inv}) alone would allow the plasma to end at any $w\le1$. It cannot pass $w=1$, because $X$ would then decrease. The sheath selects the value. Let $\psi=-e\phi/T$ rise by a small $\chi$ over a distance too short for collisions or ionization. Energy conservation gives $\delta w=\chi/w$, so at fixed flux the ion density changes by $-N\chi/w^2$, and the electron density by $-N\chi$. With $\varepsilon=\lambda_D/L$ and $\lambda_D^2=T/[4\pi n(0)e^2]$ (Gaussian units), Poisson's equation becomes
\begin{equation}
\varepsilon^2\chi''=N\left(1-\frac1{w^2}\right)\chi .
\end{equation}
For $w<1$ the solutions oscillate and no monotonic sheath can start. In the limit $\varepsilon\to0$ the edge is therefore at $w=1$.

\section{The eigenvalue and its computation}

The condition $X(1)=1$ reads
\begin{equation}
F(\alpha)\equiv\int_0^1\frac{1-w^2}{\alpha(1+w^2)+\kappa w^2}\,dw=1. \label{eig}
\end{equation}
For $w<1$ the integrand is positive, strictly decreasing and convex in $\alpha$, and so is $F$. As $\alpha\to\infty$, $F\to0$. As $\alpha\to0$, $F\to\infty$, since the integrand tends to $1/(\kappa w^2)$ near $w=0$, or to a multiple of $1/\alpha$ if $\kappa=0$. There is thus one root. Increasing $\kappa$ lowers $F$ and hence the root, so the collisionless root is an upper bound:
\begin{equation}
\alpha_0=\int_0^1\left(\frac{2}{1+w^2}-1\right)dw=\frac\pi2-1 .
\end{equation}

The algorithm has four steps.
\begin{enumerate}
\item Place $m$ Gauss--Legendre nodes on $0\le w\le1$.
\item Start from $\alpha_0$ and halve $\alpha$ until $F\ge1$.
\item Iterate $\alpha_{k+1}=\alpha_k-[F(\alpha_k)-1]/F'(\alpha_k)$, where
\begin{equation}
F'(\alpha)=-\int_0^1\frac{(1-w^2)(1+w^2)}{D^2}\,dw .
\end{equation}
\item For the profile at a speed $w$, scale the nodes to $[0,w]$ and integrate (\ref{inv}) and (\ref{dens}).
\end{enumerate}

Let $\alpha_*$ be the root and $e_k=\alpha_*-\alpha_k$. Taylor's theorem gives $0=F(\alpha_k)-1+F'(\alpha_k)e_k+\tfrac12F''(\xi)e_k^2$ for some intermediate $\xi$. Dividing by $F'(\alpha_k)$ and using the Newton formula,
\begin{equation}
e_{k+1}=\frac{F''(\xi)}{2|F'(\alpha_k)|}\,e_k^2\ge0 . \label{newton}
\end{equation}
From the left, the iterates climb without overshoot and converge quadratically. Gauss weights are positive, so the discrete sum is also decreasing and convex. It stays finite at $\alpha=0$, however, so at large $\kappa$ there must be enough nodes for it to reach 1.

The same algorithm accepts a speed-dependent $\kappa(w)\ge0$ that is bounded: monotonicity, convexity and the divergence at $\alpha\to0$ survive.

\section{Error of the quadrature}

\subsection{From integral to eigenvalue}

An error $\delta F$ in the integral moves the root by $\delta F/|F'|$ to first order. Put $g=1-w^2$. Since $1+w^2\ge1$, the Cauchy--Schwarz inequality gives at the root
\begin{equation}
|F'|\ge\int_0^1\frac{g}{D^2}dw\ge
\frac{\left(\int_0^1 g/D\,dw\right)^2}{\int_0^1 g\,dw}=\frac{1}{2/3}=\frac32 .
\end{equation}
Hence $|\delta\alpha|\le\frac23|\delta F|$ to first order, for every $\kappa$. The eigenvalue is well conditioned.

\subsection{Rate of convergence}

For constant $\kappa$ let $b=\alpha+\kappa$ and $s=\sqrt{\alpha/b}$. Then
\begin{equation}
\frac{1-w^2}{\alpha+bw^2}=-\frac1b+\frac{\alpha+b}{b^2}\,\frac1{w^2+s^2}, \label{pf}
\end{equation}
with poles at $w=\pm is$. The map $t=2w-1$ takes the interval to $[-1,1]$ and the upper pole to $z=-1+2is$. Consider the rule applied to $1/(z-t)$, with nodes $t_j$ and weights $W_j$. The Legendre polynomial $P_m$ vanishes at the nodes, and $[P_m(z)-P_m(t)]/(z-t)$ is a polynomial in $t$ that the rule integrates exactly. So
\[
P_m(z)\sum_j\frac{W_j}{z-t_j}=\int_{-1}^1\frac{P_m(z)-P_m(t)}{z-t}\,dt,
\]
and the error, integral minus sum, is
\begin{equation}
R_m=\frac{1}{P_m(z)}\int_{-1}^1\frac{P_m(t)}{z-t}\,dt .
\end{equation}
Numerator and denominator both obey the Legendre recurrence $(m+1)y_{m+1}=(2m+1)zy_m-my_{m-1}$. For large $m$ its independent solutions behave as $m^{-1/2}\zeta^{\pm m}$, where $\zeta+1/\zeta=2z$ and $\rho=|\zeta|>1$. The numerator is bounded and takes the decaying solution; $P_m(z)$ takes the growing one. Hence $R_m\simeq K\zeta^{-2m}$ with a constant $K$. The conjugate poles combine to a real error
\begin{equation}
\delta F\simeq C\rho^{-2m}\sin(2m\theta+\beta),\qquad \theta=\arg\zeta, \label{rate}
\end{equation}
with constants $C$ and $\beta$. Convergence is geometric and the error oscillates in sign.

For strong collisions $s$ is small. Then $\sqrt{z^2-1}\simeq\sqrt{-4is}$ has real and imaginary parts of size $\sqrt{2s}$, so $\ln\rho\simeq\sqrt{2s}$. The collisional limit below gives $s\simeq\pi/(2\kappa)$, so the node count for a given accuracy grows as $\sqrt\kappa$.

\section{Closed forms and limits}

Integrating (\ref{pf}) from 0 to $w$, and (\ref{dens}) with $D=\alpha+bw^2$, gives
\begin{align}
X&=-\frac wb+\frac{\alpha+b}{b\sqrt{\alpha b}}\arctan\left(w\sqrt{\frac b\alpha}\right),\\
N&=\left(1+\frac{bw^2}{\alpha}\right)^{-(\alpha+b)/(2b)} . \label{N}
\end{align}
These hold for constant $\kappa$. Without collisions $b=\alpha$ and $N=1/(1+w^2)$, so the edge density is half the central one. This value belongs to the fluid model, which gives all ions at one place the same speed. Ions born at different places in fact arrive with different speeds; a kinetic treatment that keeps this spread gives an edge density of 0.426, while $\alpha$ hardly changes (0.572 against 0.571). With collisions the spread can matter more. If each collision leaves an ion at rest, as in charge exchange with a cold gas, a kinetic treatment of the worked example below gives an edge density of 0.148 instead of 0.195, and $\alpha=0.254$ instead of 0.259.

The momentum equation in scaled form, $(Nw^2)'=-N'-\kappa Nw$, integrates from midplane to edge to
\begin{equation}
1=2N_s+\kappa\int_0^1Nw\,dX, \label{mom}
\end{equation}
where $N_s$ is the edge value. The central electron pressure is shared between edge pressure, ion momentum flux and friction.

For strong collisions set $q=b/\alpha$. The condition $X(1)=1$, multiplied by $\alpha$, becomes
\begin{equation}
\alpha=\frac{1+q}{q^{3/2}}\arctan\sqrt q-\frac1q,\qquad \kappa=(q-1)\alpha .
\end{equation}
With $\arctan\sqrt q=\pi/2-q^{-1/2}+O(q^{-3/2})$,
\begin{align}
\alpha&=\frac{\pi}{2}q^{-1/2}-\frac2q+\frac\pi2q^{-3/2}+O(q^{-2}),\\
\kappa&=\frac\pi2\sqrt q-2+O(q^{-1}),
\end{align}
because the $q^{-1/2}$ terms of $\kappa$ cancel. Thus $q\simeq4(\kappa+2)^2/\pi^2$, and $\alpha=\kappa/(q-1)\simeq\kappa/q$ gives
\begin{equation}
\alpha\simeq\frac{\pi^2\kappa}{4(\kappa+2)^2},\quad\text{or}\quad
\nu_{iz}\simeq\frac{c^2}{\nu}\left[\frac{\pi}{2(L+2c/\nu)}\right]^2. \label{diff}
\end{equation}
The leading relative correction is $+1/q$. This is ambipolar diffusion, with coefficient $c^2/\nu$, whose density extrapolates to zero at $2c/\nu$ beyond the edge. The factor 2 can be seen directly. Near the edge ionization is negligible, $dX/dw\simeq(1-w^2)/(\kappa w^2)$, and
\[
\kappa(1-X)=\frac1w+w-2 .
\]
For $w\ll1$ this is $w\simeq1/[\kappa(1-X)+2]$. Pure diffusion, $w=-N'/(\kappa N)$, with $w=1$ imposed at the edge would give 1 in place of 2. Ion inertia supplies the difference.

At $\kappa=100$ the computed eigenvalue exceeds (\ref{diff}) by $2.4\times10^{-4}$ of its value, as $1/q$ predicts. With extrapolation length $c/\nu$ the deviation is $-1.9\times10^{-2}$.

\section{Worked example}

Take $M=40$ u, $T=3$ eV, $L=3$ cm, $n(0)=10^{11}$ cm$^{-3}$, neutrals at 20 mTorr and 400 K, and a momentum-loss rate coefficient of $10^{-9}$ cm$^3$/s. Then
\begin{align*}
c&=\sqrt{\frac{4.806\times10^{-12}\ \mathrm{erg}}{6.642\times10^{-23}\ \mathrm{g}}}=2.690\times10^5\ \mathrm{cm/s},\\
\nu&=(4.828\times10^{14})(10^{-9})=4.828\times10^5\ \mathrm{s^{-1}},\\
\kappa&=\frac{(4.828\times10^5)(3)}{2.690\times10^5}=5.385 .
\end{align*}

Two halvings of $\pi/2-1=0.5708$ give the start 0.1427. Newton then yields 0.2156, 0.2530, 0.258551, 0.25864565 and 0.258645676. The last errors before convergence are $5.64\times10^{-3}$, $9.49\times10^{-5}$ and $2.67\times10^{-8}$. Each is about 3.0 times the square of its predecessor, in accord with (\ref{newton}).

The convergence base is $\rho=1.964$. The errors of $X(1)$ with 4, 8, 12 and 16 nodes are $7.2\times10^{-3}$, $5.2\times10^{-5}$, $2.0\times10^{-9}$ and $1.1\times10^{-9}$. Twelve nodes do far better than the trend. Equation (\ref{rate}) explains this as a near-zero of the sine. Here $\theta=144^\circ$, so four more nodes advance the phase by $8\theta$, which is $72^\circ$ modulo $180^\circ$. A zero at $m=12$ implies $|\sin|=0.95$ at 8 and 16 and about 0.59 at 4. The errors times $\rho^{2m}$ are 2.6, 2.6 and 1.6 at $m=8$, 16 and 4, in these proportions. The small 12-node error is therefore accidental and no guide to accuracy. The results use 40 nodes. By comparison, an adaptive eighth-order Runge--Kutta march in $x$, with $\alpha$ already known and relative tolerance $10^{-11}$, needed 1346 evaluations to reach $w=0.99$. The same solver with $w$ as the variable needed less than a quarter of that.

The ionization frequency is
\[
\nu_{iz}=\frac{0.2586\,(2.690\times10^5)}{3}=2.32\times10^4\ \mathrm{s^{-1}},
\]
which requires an ionization rate coefficient of $4.8\times10^{-11}$ cm$^3$/s. The profile of the fluid model, whose edge density and potential are subject to the kinetic correction noted above, is

\begin{center}
\begin{tabular}{cccc}
$u/c$ & $x$ (cm) & $n/n(0)$ & $\phi$ (V)\\
0.10 & 1.082 & 0.902 & $-0.31$\\
0.50 & 2.763 & 0.377 & $-2.93$\\
0.90 & 2.994 & 0.216 & $-4.59$\\
1.00 & 3.000 & 0.195 & $-4.91$
\end{tabular}
\end{center}

Half of the speed is gained in the last 2.4 mm. By (\ref{mom}), friction takes $1-2(0.195)=0.61$ of the central electron pressure. In the fluid model the ion current density at the edge is $en_sc=(1.602\times10^{-19})(1.949\times10^{10})(2.690\times10^5)$ A/cm$^2$ $=0.84$ mA/cm$^2$.

Diffusion with zero density at the edge would give $\alpha=0.458$, which is 77\% too high. Extrapolation by $c/\nu$ gives 0.326, 26\% too high, and (\ref{diff}) gives 0.244, 6\% too low.

\section{Errors of the model}

\subsection{Finite Debye length}

Near the edge expand Poisson's equation to second order in $\chi=\psi-\psi_s$, where $\psi_s$ is the quasi-neutral edge value, with $\eta=X-1$. The electron density is $N_s(1-\chi+\chi^2/2)$. Energy conservation alone gives $1/w=(1+2\chi)^{-1/2}\simeq1-\chi+3\chi^2/2$. Friction adds $(\alpha+\kappa)\eta$ to $1/w$, and ionization raises the flux by the fraction $\alpha\eta$. The difference of the densities gives
\begin{equation}
\varepsilon^2\chi''=N_s\left[\chi^2+(2\alpha+\kappa)\eta\right].
\end{equation}
Dropping the left side recovers (\ref{root}). All three terms balance over a width $\ell$ when $\chi\sim\sqrt{(2\alpha+\kappa)\ell}$ and
\begin{equation}
\ell\sim\left[\frac{\varepsilon^2}{N_s\sqrt{2\alpha+\kappa}}\right]^{2/5}\propto\varepsilon^{4/5}.
\end{equation}
Space charge thus keeps the gradient finite and displaces the sonic point by order $\ell$.

In the example $\lambda_D=41\ \mu$m and $\varepsilon=1.36\times10^{-3}$. Solving the full Poisson model with $\nu_{iz}$ held fixed puts the sonic point 0.57\% of $L$ farther out. Dividing $\varepsilon$ by 4 and by 16 reduces this to 0.177\% and 0.056\%. The last pair gives an exponent of 0.83. Two further divisions by 4 give 0.816 and 0.809, approaching 4/5. A floating wall, where electron and ion fluxes are equal, lies 0.87 mm beyond $L$. The distance $L$ is therefore not quite half the gap.

\subsection{Comparison with a real reactor}

The parameters lie in the rough range of low-pressure inductively coupled etching reactors. In such devices ions often exchange charge with their parent gas, and the collision frequency then grows with speed. Replacing the constant frequency by $\nu=n_g\sigma u$, where $n_g$ is the gas density and $\sigma=10^{-14}$ cm$^2$ a rough cross section, raises $\alpha$ by 10\%, to 0.285. But this form lets the friction vanish for ions at rest. Averaging the drag over the thermal motion of ions and gas, both at 400 K, instead lowers $\alpha$ by 9\%, to 0.234. With this average, a cross section smaller or larger by half gives 0.319 or 0.188. Since the drag here carries the full ion mass, $\sigma$ is half the momentum-transfer cross section of an equal-mass pair. For argon ions in argon it is roughly $0.5$ to $0.8\times10^{-14}$ cm$^2$, falling with speed, which puts $\alpha$ near 0.28, above the constant-frequency value. Radial loss in a chamber of radius 20 cm, estimated by diffusion with the same extrapolation length, adds about 9\% of the axial loss. An ion temperature of 0.1 eV raises $\nu_{iz}$ by 2.6\%. Electron friction, for a rough rate coefficient of $10^{-7}$ cm$^3$/s, is 0.14\% of ion friction. Of the effects on $\nu_{iz}$ listed here, the ion friction is thus the most uncertain, and even the sign of its effect depends on the cross section and on thermal motion. The model fixes $\nu_{iz}$ for such a reactor only to within some tens of per cent, whatever the precision of the quadrature.

The temperature was an input here. In a given gas the ionization rate coefficient depends steeply on $T$, and a steady discharge must settle where it equals the required value. For argon, whose ion mass the example uses, estimates with direct ionization from the ground state put this at about 2.2 to 2.5 eV, depending on the ionization data, rather than 3 eV at the same pressure and gap. The example is therefore not a self-consistent argon discharge. The model also fails if the electron temperature varies across the gap, since $\nu_{iz}$ and $c$ are then no longer constants. The numerical output lists the main results with more digits.

\section*{Table of computed values}
\begin{verbatim}
ion mass 40 u, electron temperature 3.0 eV
pressure 20 mTorr, gas temperature 400 K
half-width L 3.0 cm, central density 1.0e+11 cm^-3
ion momentum-loss rate coefficient 1.0e-09 cm^3/s
gas density 4.8282e+14 cm^-3
sonic speed c 2.6901e+05 cm/s
collision frequency nu 4.8282e+05 s^-1
kappa = nu L/c 5.38455
quadrature nodes 40, convergence base rho 1.9644
error of X(1) with 4 nodes 7.17e-03
error of X(1) with 8 nodes 5.19e-05
error of X(1) with 12 nodes 1.98e-09
error of X(1) with 16 nodes 1.07e-09
Newton iterate 0: alpha 0.142699081699
Newton iterate 1: alpha 0.215601570463
Newton iterate 2: alpha 0.253004183720
Newton iterate 3: alpha 0.258550822984
Newton iterate 4: alpha 0.258645649308
Newton iterate 5: alpha 0.258645676042
Newton iterate 6: alpha 0.258645676042
evaluations when marching in x to w=0.99: 1346
ionization frequency 2.3192e+04 s^-1
required ionization rate coefficient 4.8035e-11 cm^3/s
w, x (cm), n/n0, potential (V):
  0.10  1.0817  0.9019  -0.310
  0.25  2.1073  0.6377  -1.349
  0.50  2.7629  0.3771  -2.925
  0.75  2.9585  0.2587  -4.056
  0.90  2.9944  0.2164  -4.592
  1.00  3.0000  0.1949  -4.906
edge density 1.9486e+10 cm^-3
ion current density 0.8399 mA/cm^2
square-root law ratio at w=0.999: 1.00094
collisionless alpha 0.570796, edge n/n0 0.5000
alpha, diffusion with n=0 at edge 0.45824
alpha, diffusion, extrapolation c/nu 0.32593
alpha, diffusion, extrapolation 2c/nu 0.24364
kappa=100: alpha 0.0237217, excess over 2c/nu form 2.43e-04
kappa=100: excess over c/nu form -1.93e-02
central Debye length 40.72 um, divided by L 1.357e-03
Debye/L 1.357e-03: outward sonic shift 0.5720 % of L
Debye/L 3.393e-04: outward sonic shift 0.1767 % of L
Debye/L 8.483e-05: outward sonic shift 0.0561 % of L
exponent of the shift from the two smallest 0.827
floating wall lies 0.870 mm beyond L
charge exchange, 1e-14 cm^2: alpha 0.28540, change 10.3 %
radial loss, radius 20 cm: about 8.9 % of axial loss
ion temperature 0.1 eV: ionization frequency change 2.58 %
electron friction, rate 1e-07 cm^3/s: 0.137 % of ion friction
\end{verbatim}
